# A Flat Precursor Curve Does Not Prove a Saturated ALD Cycle

An aluminium oxide film is grown by atomic layer deposition. Each cycle has a pulse of trimethylaluminium (TMA), a purge, a pulse of water, and a second purge. To choose the TMA pulse time, one grows a series of films with longer and longer TMA pulses and keeps everything else fixed. The growth per cycle rises, bends over and becomes flat at 0.050 nm. Is the process now saturated?

The belief to be examined says yes. Layer deposition is self-limiting: when the reactive sites are used up, more precursor adds nothing. A flat curve is the signature of that limit, so the cycle is saturated and 0.050 nm is the full growth per cycle of this chemistry at this temperature.

Much of this is sound. The plateau does show that the TMA step has run out of sites that react within the pulse times tried. The error lies in passing from one step to the cycle. On the plateau, the number of sites offered to TMA is set by the water pulse before it, and the sweep never changed that pulse. In the model below, a water pulse that does half its work gives a flat curve at half the full growth.

## What each pulse does

Let the surface have a fixed number of sites, each in one of two states. A *ready* site carries hydroxyl and can react with TMA. A *blocked* site carries methyl groups left by TMA and can react only with water. Each ready site that TMA converts adds one unit of film. If all sites are converted in every cycle, the growth per cycle is $G_0$. The purges keep the gases apart, and nothing decomposes or desorbs.

During a TMA pulse at constant pressure, every ready site has the same chance per unit time, $k_A$, of reacting. The ready fraction $x$ then obeys

$$\frac{dx}{dt}=-k_A x ,\qquad x(t)=x(0)\,e^{-k_A t}.$$

A pulse of length $t_A$ therefore converts the fraction

$$a=1-e^{-k_A t_A}$$

of the sites that were ready when it began. In the same way, a water pulse of length $t_B$ converts the fraction $b=1-e^{-k_B t_B}$ of the sites that were blocked when it began. "Fifty percent conversion" means $b=0.5$ in this sense.

## From two pulses to a cycle

Let $x$ now be the ready fraction just before the TMA pulse. TMA converts $ax$ of the sites, so the growth in that cycle is $G_0ax$. The ready fraction left over is $(1-a)x$, and all other sites are blocked:

$$m=1-(1-a)x .$$

Water turns $bm$ of these back into ready sites. The next cycle starts with the left-over ready sites plus the regenerated ones:

$$x'=(1-a)x+b\,[1-(1-a)x]=b+(1-a)(1-b)\,x .$$

After many cycles the surface repeats itself, so $x'=x=x^*$. Collecting the terms in $x^*$ gives

$$x^*\,[1-(1-a)(1-b)]=b .$$

Since $(1-a)(1-b)=1-a-b+ab$, the bracket equals $a+b-ab$, and

$$x^*=\frac{b}{a+b-ab}.$$

The steady growth per cycle, $G=G_0ax^*$, is

$$G=G_0\,\frac{ab}{a+b-ab},\qquad\text{or}\qquad \frac{G_0}{G}=\frac1a+\frac1b-1 .$$

The second form follows on dividing $a+b-ab$ by $ab$. It treats the two steps alike: an incomplete step of either kind lowers the growth.

This law was compared with a simulation in which random reactive impacts fall on 50,000 individual sites. For three pairs of mean impacts per site (0.3 of precursor with 0.5 of co-reactant, 1.2 with 0.2, and 8 with 0.693), the largest difference was $5\times10^{-4}\,G_0$.

## Why the plateau is flat and too low

Lengthen the TMA pulse at fixed water pulse. Then $a\to1$, the denominator tends to $1+b-b=1$, and

$$G\to bG_0 .$$

The curve has a true plateau for any $b$ above zero. For $b=0.5$ its height is half of $G_0$.

The physical reason is more general than the exponential law for water. A complete TMA step leaves every site blocked, whatever the surface looked like before. The water pulse then always starts from the same surface and, being the same pulse, regenerates the same number of sites. The next TMA pulse fills those sites and stops. Extra TMA time finds nothing to do, because the missing sites are still covered with methyl groups. This argument uses no particular rate law for water. It needs only that the water pulse is repeatable and that its result depends only on the surface it meets.

The opposite limit is also instructive. For a very short TMA pulse, with $a\ll b$, the term $1/a$ dominates and $G\approx aG_0$. The start of the curve then does not depend on $b$ either. The water step shows itself in the height at which the curve bends over. That height alone does not tell whether $b$ is below 1, unless $G_0$ is known. The shape of the curve also depends on $b$, as the next section shows, but reading $b$ from it takes precise data and trust in the rate law.

## An underdosed curve looks better saturated

One might hope that an incomplete water step would at least spoil the shape of the curve. In this model it does the reverse. Divide the growth by its own plateau value:

$$\frac{G}{bG_0}=\frac{a}{a+b-ab}.$$

The relative shortfall below the plateau is one minus this ratio:

$$1-\frac{a}{a+b-ab}=\frac{b-ab}{a+b-ab}=\frac{b(1-a)}{a+b-ab}.$$

Near saturation the denominator is close to 1, so the shortfall is about $b(1-a)$. With $b=0.5$ it is half as large as with a complete water step at the same TMA pulse. The reason lies in the balance of the steady cycle: TMA converts as many sites as water regenerates, so $G=G_0bm$, and the relative shortfall is $1-m=(1-a)x^*$. This is the fraction of all sites still ready after the TMA pulse. With less water, fewer sites are ready when the TMA pulse begins, so fewer are left over at its end.

The same effect shortens the pulse needed to reach a chosen fraction $f$ of the plateau. Set $a/(a+b-ab)=f$ and multiply out:

$$a=fa(1-b)+fb,\qquad a=\frac{fb}{1-f(1-b)} .$$

Subtract this from 1. The numerator becomes $1-f(1-b)-fb=1-f$, so

$$1-a=\frac{1-f}{1-f(1-b)} .$$

Because $1-a=e^{-k_At_A}$, the required time is

$$t_f=\frac{1}{k_A}\ln\frac{1-f(1-b)}{1-f}.$$

The logarithm is largest at $b=1$. A smaller $b$ brings the plateau earlier as well as lower.

## Numbers for TMA and water

Take a temperature of 473 K, a partial pressure of 0.1 Torr for each reactant in its pulse, a full growth $G_0=0.100$ nm per cycle and a film density of 3.0 g/cm³. Take reaction probabilities per impact of $10^{-3}$ for TMA and $10^{-4}$ for water. These are rough values, meant to place the model in the regime of this process.

The number of aluminium atoms added per area in a full cycle fixes the site density. With film density $\rho$, molar mass $M$ of Al₂O₃, Avogadro constant $N_A$ and two aluminium atoms per formula unit,

$$n_s=\frac{2\rho G_0N_A}{M}=3.54\ \text{nm}^{-2}.$$

The number of molecules of mass $\mu$ that strike unit area per unit time is $\Phi=p/\sqrt{2\pi\mu k_BT}$. This gives $1.902\times10^5$ nm⁻² s⁻¹ for TMA, taken as single molecules, and $3.805\times10^5$ nm⁻² s⁻¹ for water. Counting one reactive impact per site, the rate per site is the flux times the reaction probability, divided by the site density. (Water needs about 1.5 molecules per aluminium atom on average. Counting them would lower $k_B$ by a third, which is within the uncertainty of its assumed probability.) The rates are

$$k_A=\frac{1.902\times10^5\times10^{-3}}{3.54}\ \text{s}^{-1}\approx53.7\ \text{s}^{-1},$$

$$k_B=\frac{3.805\times10^5\times10^{-4}}{3.54}\ \text{s}^{-1}\approx10.7\ \text{s}^{-1}.$$

Half conversion by water requires $e^{-k_Bt_B}=1/2$, so $t_B=\ln2/k_B=64.5$ ms. A pulse ten times longer, 645 ms, gives $b=0.9990$. The TMA sweep for these two water pulses is:

| TMA (ms) | $G$, 64.5 ms water (nm) | $G$, 645 ms water (nm) |
|---:|---:|---:|
| 10 | 0.0293 | 0.0415 |
| 20 | 0.0397 | 0.0658 |
| 50 | 0.0482 | 0.0931 |
| 100 | 0.0499 | 0.0994 |
| 200 | 0.0500 | 0.0999 |
| 400 | 0.0500 | 0.0999 |

The first row can be checked by hand. At 10 ms, $a=0.4154$, and with $b=0.5$

$$G=0.100\times\frac{0.4154\times0.5}{0.4154+0.5-0.2077}\ \text{nm}=0.0293\ \text{nm}.$$

Both columns become flat. The first does so at 0.050 nm per cycle (0.50 Å per cycle), half of the full growth. When the TMA pulse is doubled from 100 to 200 ms, the growth rises by 0.23 percent with the short water pulse and by 0.47 percent with the long one. The underdosed process passes this flatness test with the better mark. It reaches 99 percent of its plateau after 73 ms of TMA, against 86 ms for the well-dosed process.

Now hold TMA at 200 ms and double the short water pulse instead. The growth rises by 50 percent. The process that looked saturated was far from it, along the direction that had not been explored.

## Steady growth is no proof either

A second reassurance is that film thickness grows in proportion to the number of cycles. To see what this is worth, subtract $x^*=b+(1-a)(1-b)x^*$ from the cycle map:

$$x'-x^*=(1-a)(1-b)\,(x-x^*).$$

Each cycle multiplies the distance from the steady state by $(1-a)(1-b)$. On the TMA plateau this factor is close to zero, so the surface settles after one cycle. If the substrate starts with all sites ready, the first cycle adds $G_0$ and each later one adds $bG_0$. After $N$ cycles the thickness is

$$H=G_0+(N-1)\,bG_0=G_0\,[Nb+(1-b)].$$

For $N=100$ and $b=0.5$ this is $0.100\times(50+0.5)=5.05$ nm. The long water pulse gives 9.99 nm. Both films thicken linearly after the first cycle. Linearity shows that the cycle repeats itself, and an incomplete cycle can repeat itself very well.

The first cycle also carries a warning. On the fully ready starting surface, it adds 0.100 nm even in the underdosed process. A measurement of TMA uptake on a freshly prepared surface can therefore show the full value while the steady process delivers half of it.

## The experiment that does tell

The remedy is to vary the water pulse while TMA stays on its plateau. Doubling the water time squares the unconverted fraction, because $e^{-2k_Bt_B}=(1-b)^2$. The new conversion is

$$b_2=1-(1-b)^2=2b-b^2=b(2-b).$$

With $a=1$ the growth is proportional to the water conversion, so the ratio of the new growth to the old is

$$r=\frac{b_2}{b}=2-b,\qquad\text{hence}\qquad b=2-r .$$

In the example $r=1.5$ and $b=0.5$. If doubling changes nothing, then $r=1$ and, for this rate law, $b=1$.

TMA must be on its plateau for this reading, with the longer water pulse as well as with the shorter one. With $a<1$, let $G_2$ be the growth after the water time is doubled. The terms in $a$ cancel from the difference of the reciprocals:

$$\frac{G_0}{G}-\frac{G_0}{G_2}=\frac1b-\frac1{b(2-b)}=\frac{1-b}{b(2-b)} .$$

Multiplying by $G_2/G_0$ gives the relative gain:

$$\frac{G_2}{G}-1=\frac{G_2}{G_0}\,\frac{1-b}{b(2-b)} .$$

Since $G_2$ cannot exceed $aG_0$, a TMA step with $a\ll b$ makes the gain small even when $b$ is far from 1. This is the original trap with the two reactants exchanged: a curve that is flat against water time does not prove that the TMA step is complete. Both pulses have to be tested, each while the other is held at the value intended for use.

Even two flat curves have a limit. Suppose that a fraction $w$ of the sites reacts with water so slowly that no practical pulse converts them, while the rest react completely. The growth is then $(1-w)G_0$, and neither pulse changes it noticeably. Two sweeps show that the growth no longer responds to the doses tried. They do not show that every conceivable site takes part.

## How far a real reactor departs from the model

For TMA and water near 473 K, a growth of roughly 0.1 nm per cycle is typical, and so are pulses of tens to hundreds of milliseconds. The reaction probabilities are much less certain, and a single constant value for each is a simplification: real methyl groups do not all react at one rate. If the water probability is half or twice the assumed value, the same 64.5 ms pulse gives a plateau at 0.029 or 0.075 nm. The pulse time at which water becomes underdosed must therefore be measured in the reactor concerned.

Three other neglected effects can be sized for the same pulse.

- **Water is used up.** Take a closed one-litre chamber with 1414 cm² of reacting surface and no fresh supply. Converting all blocked sites, at 1.5 water molecules per aluminium atom, would use 37 percent of the water present. The falling pressure lowers the plateau from 0.0500 to 0.0465 nm. The water step no longer follows the simple exponential, yet integrating the cycles with TMA pulses of 200 and 400 ms gave growths equal to within 0.1 percent. The plateau stays flat, as the general argument requires. The TMA pressure was held constant here. In the same closed chamber a full TMA step would use about 25 percent of the TMA present, which for $b=0.5$ and $b=0.999$ moves the times to 99 percent of the plateau from 73 and 86 ms to about 81 and 107 ms.

- **Water lingers after the valve closes.** Suppose its pressure reaches the full value as soon as the valve opens, but decays as $e^{-t/\tau}$ with $\tau=20$ ms after the valve closes. The tail then adds $\int_0^\infty e^{-t/\tau}dt=\tau$ to the effective pulse. The plateau rises to 0.0597 nm. This is the largest of the three shifts, about 19 percent of the ideal value, and it means that valve time and exposure time should not be confused. For this pulse shape, doubling the valve time less than doubles the exposure, so the rule $b=2-r$ returns 0.66 where the true conversion is 0.60. The shift depends on the instant rise. If the pressure also builds up as $1-e^{-t/\tau}$ with the same $\tau$, as in a well-mixed flow chamber, the exposure lost at the start equals the exposure gained in the tail: the plateau stays at 0.0500 nm and the rule returns 0.50. What matters is the pressure integrated over time at the surface.

- **Some sites are slow.** If one fifth of the sites react with water ten times more slowly, the plateau falls to 0.0413 nm. The true mean conversion is then 0.413, but the rule $b=2-r$ returns 0.486. Doubling still reveals that water is underdosed, while the estimate of how badly is too hopeful.

None of these effects, at the sizes taken here, brings the plateau back to 0.100 nm. The model leaves out slow release of water from the walls, thermal decomposition of TMA, and transport into deep trenches. The first two can add growth that is not self-limiting, and the third can make $a$ and $b$ vary with depth, so that a flat curve on an open wafer does not settle the matter inside a trench.

The flat curve at 0.050 nm thus supports a limited conclusion: with this water pulse, lengthening the TMA pulse within the flat range tried does not raise the growth noticeably. Whether the cycle is saturated must be tested by lengthening the water pulse too, with purges long enough that leftover water does not meet the next TMA pulse and add growth of its own. The numerical output below gives the main values.

## Numbers as computed

```
Temperature: 473 K
Reactant pressure: 0.1 Torr
Full growth G0: 0.100 nm/cycle
Film density: 3.0 g/cm3
Reaction probability, TMA: 1e-03
Reaction probability, water: 1e-04
Site density: 3.54 per nm2
TMA impact flux: 1.902e+05 per nm2 per s
Water impact flux: 3.805e+05 per nm2 per s
TMA rate: 53.68 per s
Water rate: 10.74 per s
Short water exposure: 64.5 ms, b = 0.500
Long water exposure: 645 ms, b = 0.9990
TMA time (ms), a, GPC short water, GPC long water (nm/cycle)
   10  0.4154  0.02935  0.04152
   20  0.6582  0.03969  0.06578
   50  0.9317  0.04823  0.09309
  100  0.9953  0.04988  0.09944
  200  1.0000  0.05000  0.09990
  400  1.0000  0.05000  0.09990
Halved plateau: 0.0500 nm/cycle = 0.500 angstrom/cycle
Rise, TMA 100 to 200 ms, short water: 0.233 %
Rise, TMA 100 to 200 ms, long water: 0.466 %
Rise, short water doubled, TMA 200 ms: 50.00 %
Time to 99 % of plateau, short water: 73.1 ms
Time to 99 % of plateau, long water: 85.8 ms
First-cycle growth, TMA 200 ms: 0.1000 nm
100 cycles, TMA 200 ms, short water: 5.050 nm
100 cycles, TMA 200 ms, long water: 9.990 nm
b recovered from simulated doubling: 0.500
Neglected effects, plateau with short water:
  chamber volume: 1.0 litre
  reacting area: 1414 cm2
  full water demand / supply: 0.368
  closed chamber: 0.0465 nm/cycle
  20 ms tail: 0.0597 nm/cycle
  water left after 1 s purge: 1.9e-22 of pulse pressure
  slow sites: 0.2 of all, rate x 0.1
  with slow sites: 0.0413 nm/cycle
  true b, b from doubling: 0.413, 0.486
  water probability x 0.5: 0.0293 nm/cycle
  water probability x 2.0: 0.0750 nm/cycle
Largest error, rate equations: 5.1e-10 G0
Largest error, random impacts: 4.6e-04 G0
```
